Poor man's scaling for the anisotropic Kondo model, derived in two ways

**One electron, one spin, two levels**

Let a spin-1/2 impurity S share a system with one electron of spin s. The electron can occupy a level at energy 0 or a level at energy D. The interaction J S·s acts on the spins with the same strength whether the electron stays in its level or changes level. Take J > 0 and J ≪ D.

With the electron in the lower of these levels, the total spin is 0 or 1, and

S·s = −3/4 (singlet), S·s = +1/4 (triplet).

The first-order energies are −3J/4 and J/4, so the splitting is J. In second order the electron visits the level at D and returns. Both steps conserve the total spin, so the energy shift is −(J S·s)²/D:

singlet: −9J²/(16D), triplet: −J²/(16D).

The splitting becomes

J/4 − J²/(16D) + 3J/4 + 9J²/(16D) = J + J²/(2D).

Someone who sees only the low level would therefore describe it by a larger exchange constant, J' = J + J²/(2D). A filled level at −D adds another J²/(2D), as the hole process below shows. A metal has such levels at every energy, and their contributions accumulate. Scaling adds them up while letting J change along the way.

**The model**

The impurity is coupled to a band of free electrons:

H = Σ ε_k c†_{kσ} c_{kσ} + V, V = Σ_a J_a S^a s^a, a = x, y, z,

s^a = ½ Σ_{kk'} c†_{kα} σ^a_{αβ} c_{k'β}.

Repeated spin indices are summed. The anisotropic Kondo model has J_x = J_y = J⊥; keeping three labels makes the algebra more transparent. The band extends from −D to D with the Fermi level at 0 and constant density of states ρ per spin. Positive J is antiferromagnetic, there is no magnetic field, and the temperature is zero unless stated. If the k sums are normalized so that J is multiplied by the number of levels, ρ is divided by it. The products

g_z = ρJ_z, g⊥ = ρJ⊥

do not depend on that choice. They are assumed small.

**First derivation: removing the band edges**

Suppose the band has already been reduced to −D' < ε < D'. Remove two shells of width δ ≪ D', one at each edge. In the low-energy states, called P, the upper shell is empty and the lower shell is full. Second-order perturbation theory gives

δH = P V (E − H₀)⁻¹ V P,

where the intermediate state has an electron in the upper shell, a hole in the lower one, or both. If the remaining electrons have energies small compared with D', a single electron or hole in a shell costs D', and the denominator is −D'.

*Upper shell.* An electron goes from k to a shell level q, then from q to k'. Since q is empty, c_{qγ} c†_{qδ} acts as δ_{γδ}. This joins the two Pauli matrices in the order in which they act, right to left. The shell contains ρδ levels per spin, so

δH_up = −(ρδ/D') Σ_ab J_a J_b S^a S^b · ¼ c†σ^aσ^b c.

Here c† and c stand for the sums over the remaining levels.

*Lower shell.* First an electron leaves q for k', through the factor with label b. Then an electron from k fills q, through the factor with label a. The operators are

c†_{qα} c_{kβ} c†_{k'γ} c_{qδ} = c†_{qα} c_{qδ} c_{kβ} c†_{k'γ}.

Moving c_{qδ} past two fermion operators gives no net sign. Since q is full, c†_{qα} c_{qδ} acts as δ_{αδ}, and

c_{kβ} c†_{k'γ} = δ_{kk'} δ_{βγ} − c†_{k'γ} c_{kβ}.

The minus sign is the effect of exchange. The matrix factors σ^a_{αβ} σ^b_{γα} now stand between c†_{k'γ} and c_{kβ}, which gives the order σ^bσ^a:

δH_low = +(ρδ/D') Σ_ab J_a J_b S^a S^b · ¼ c†σ^bσ^a c + constant.

The constant contains tr(σ^aσ^b) = 2δ_ab and (S^a)² = 1/4, so it does not depend on the impurity spin. The process that moves an electron from the lower to the upper shell and back contains the same trace. It too is a constant.

To see what each shell does, use

σ^aσ^b = δ_ab + i Σ_c ε_abc σ^c.

The δ_ab part is potential scattering. It has coefficient −(ρδ/D') Σ_a J_a²/16 from the upper shell and the opposite coefficient from the lower, so it cancels. The ε_abc part changes sign when a and b are interchanged, which compensates the opposite sign of the hole process. The two shells therefore contribute equally to the exchange. Their sum is

δH = −(ρδ/D') Σ_ab J_a J_b S^a S^b · ¼ c†[σ^a,σ^b]c
= −(ρδ/D') Σ_abc J_a J_b S^a S^b i ε_abc s^c,

because [σ^a,σ^b] = 2i Σ_c ε_abc σ^c and s^c contains a factor ½. For the impurity,

S^a S^b = δ_ab/4 + (i/2) Σ_d ε_abd S^d.

The first term vanishes against ε_abc. The second brings i·i/2 = −1/2, and Σ_ab J_a J_b ε_abc ε_abd is zero unless d = c. For c = z, the pairs (x,y) and (y,x) each give J_x J_y. The factor 2 cancels the 1/2:

δJ_z = (ρδ/D') J_x J_y, and cyclically.

With J_x = J_y = J⊥ this reads

δJ_z = (ρδ/D') J⊥², δJ⊥ = (ρδ/D') J_z J⊥.

Exact diagonalization of a small system with one level at each edge provides a test. For J_z = J⊥/2 it gives second-order changes of 0.9999 J⊥²/D in J_z and 0.4999 J⊥²/D in J⊥, where the formulas give 1 and 1/2. Each edge alone changes J_z by 0.5000 J⊥²/D. The potential terms are −0.1406 and +0.1406 in the same unit, and they cancel when both edges are present.

Let l = ln(D/D'). Lowering D' by δ raises l by δ/D'. Multiplication by ρ gives the scaling equations

dg_z/dl = g⊥²,
dg⊥/dl = g_z g⊥.

If g⊥ = 0 nothing flows: S^z is then conserved, and the matrices in the two scattering events commute. The growth of the coupling needs spin flips.

**The invariant and the Kondo scale**

Differentiate the difference of the squares:

d(g_z² − g⊥²)/dl = 2g_z·g⊥² − 2g⊥·g_z g⊥ = 0.

Since ρ is constant, J_z² − J⊥² is invariant under the second-order flow. Write C = g_z² − g⊥². The trajectories are hyperbolas, or straight lines when C = 0.

On the isotropic line J_z = J⊥ = J both equations become dg/dl = g². Hence

d(1/g)/dl = −(1/g²) dg/dl = −1,
1/g(l) = 1/g₀ − l, g₀ = ρJ.

For J > 0 the coupling diverges at l* = 1/g₀. The corresponding cutoff defines the Kondo temperature:

k_B T_K = D exp(−l*) = D exp(−1/(ρJ)).

With k_B = 1 this is T_K = D exp(−1/(ρJ)). The same scale follows from any point on the trajectory, since

D' exp(−1/g(l)) = D e^{−l} exp(−1/g₀ + l) = D exp(−1/g₀).

The divergence is not a phase transition. It shows where an expansion in g has stopped being valid, and T_K marks a crossover from weak to strong coupling. At a temperature T well above T_K, typical electron energies are of order k_B T, so the small-energy assumption stops the flow near D' = k_B T, where g = 1/ln(T/T_K) on the isotropic line. This falls only slowly with temperature: it is 0.43 at T = 10 T_K and 0.22 at T = 100 T_K, so weak coupling requires T to lie orders of magnitude above T_K.

For a numerical example take D = 1 eV, ρ = 1/(2D) = 0.5 per eV and J = 0.2 eV. Then g₀ = 0.5 × 0.2 = 0.1 and l* = 10, so

k_B T_K = 1 eV × e^{−10} = 4.54 × 10⁻⁵ eV, T_K = 0.527 K.

At l = 5 the cutoff is 6.74 × 10⁻³ eV and 1/g = 10 − 5, so g = 0.2. At l = 8, g has reached 0.5 and the expansion is no longer well controlled. Halving J doubles 1/g₀ to 20 and lowers the scale to 2.06 × 10⁻⁹ eV, or 2.39 × 10⁻⁵ K.

Away from the isotropic line, the invariant reduces the flow to one equation,

dg_z/dl = g_z² − C.

The sign of g⊥ does not matter, since a rotation of the impurity spin by π about z reverses it. For g⊥ ≠ 0 there are three cases, with g_z and g⊥ on the right denoting initial values.

If |g_z| < |g⊥|, put C = −κ². Then

l* = ∫ from g_z to ∞ of dx/(x² + κ²) = [π/2 − arctan(g_z/κ)]/κ = arccos(g_z/|g⊥|)/κ.

The last form uses g⊥² = g_z² + κ². The coupling becomes strong even for negative g_z.

If g_z > |g⊥|, put C = c² with c > 0. Then

l* = ∫ from g_z to ∞ of dx/(x² − c²) = (1/(2c)) ln[(g_z + c)/(g_z − c)] = artanh(c/g_z)/c.

Both expressions tend to 1/g_z as g_z approaches |g⊥| from either side. For g_z = 0.15 and g⊥ = 0.05, C = 0.0225 − 0.0025 = 0.02 and l* = 12.465. At l = 10 the couplings are 0.4221 and 0.3977. Their difference, C/(g_z + g⊥), has shrunk as their sum has grown, so the flow makes the exchange more isotropic.

If g_z ≤ −|g⊥|, g_z rises towards −√C and cannot pass it, because its derivative vanishes there. The invariant then requires g⊥ → 0. The limit is approached only as l → ∞; on the boundary g_z = −|g⊥|, where C = 0, both couplings decay slowly, with |g| = 1/(1/|g₀| + l). Starting from g_z = −0.2 and g⊥ = 0.1, the end point is g_z = −√0.03 = −0.1732. The spin flips die out and there is no Kondo scale.

**Second derivation: removing short times**

The same equations follow without band shells. Set ħ = 1 and expand the partition function in imaginary time:

Z/Z₀ = ⟨T exp(−∫ V(τ) dτ)⟩.

The average is over the free band and the two impurity states, and T orders operators with later times to the left. Let ψ_α(τ) be the sum of c_{kα}(τ) over k, so that s^a = ½ψ†σ^aψ. Instead of a band edge, use a smallest allowed separation τ₀ between interaction events, with τ₀ initially of order 1/D.

Now raise τ₀ to τ₀ + dτ₀. Pairs of events with separation τ between these values disappear from the expansion. To leave Z unchanged, their effect must be put into J. No third event can lie between the two, since it would be closer than τ₀ to one of them.

Let τ₁ = τ₂ + τ. The ½ in the second-order term cancels against the two possible time orders, and the lost pairs contribute

+dτ₀ ∫ dτ₂ Σ_ab J_a J_b S^a S^b s^a(τ₁) s^b(τ₂).

Electrons and holes have the same free propagation:

⟨ψ_α(τ₁) ψ†_β(τ₂)⟩ = δ_αβ ρ ∫₀^∞ e^{−ετ} dε = δ_αβ ρ/τ,
⟨ψ†_α(τ₁) ψ_β(τ₂)⟩ = δ_αβ ρ ∫ from −∞ to 0 of e^{ετ} dε = δ_αβ ρ/τ.

The infinite limits are permitted because τ₀ now supplies the cutoff. Pair one operator from each event by these averages. Pairing ψ(τ₁) with ψ†(τ₂) leaves

(ρ/τ) · ¼ ψ†σ^aσ^bψ.

Pairing ψ†(τ₁) with ψ(τ₂) leaves ψ_β ψ†_γ, which under normal ordering becomes −ψ†_γ ψ_β:

−(ρ/τ) · ¼ ψ†σ^bσ^aψ.

The remaining fields have been taken at one time, which is justified when they vary slowly over τ₀. The sum of the two terms is

(ρ/τ) · ¼ ψ†[σ^a,σ^b]ψ = (ρ/τ) i Σ_c ε_abc s^c.

Two other terms occur. Pairing all the fields gives tr(σ^aσ^b) and hence a spin-independent constant. Pairing none gives a four-fermion operator with coefficient of order J²dτ₀. It lacks the factor 1/τ₀ that would compensate dτ₀. Since each ψ scales as the square root of an energy, its effect at energy ω is smaller than that of the exchange correction by a factor of order ωτ₀, and it is dropped.

With τ = τ₀, the surviving contribution is

+ρ(dτ₀/τ₀) ∫ dτ₂ Σ_abc J_a J_b S^a S^b i ε_abc s^c.

The product S^aS^b again supplies (i/2)ε_abd S^d, which makes the coefficient of S^z s^z equal to −ρ(dτ₀/τ₀)J_x J_y. The first-order term of the expansion is −∫ Σ_c J_c S^c s^c dτ. Comparison gives

dJ_z = ρ(dτ₀/τ₀) J_x J_y, and cyclically.

In higher orders, a close pair in a term with n + 1 events acts as one corrected event in a term with n events. To first order in dτ₀, the series is therefore again an exponential with the new J. With dl = dτ₀/τ₀ and J_x = J_y = J⊥, the equations are those of the first derivation, with the same invariant.

On the isotropic line, if τ_i is the initial value of τ₀,

1/g = 1/g₀ − ln(τ₀/τ_i).

The divergence is at τ_K = τ_i exp(1/g₀), or at the energy

1/τ_K = (1/τ_i) exp(−1/(ρJ)).

Identifying 1/τ_i with D gives k_B T_K = D exp(−1/(ρJ)).

**What each derivation assumes**

The shell argument assumes definite band edges, an energy D' for each virtual electron or hole, and low-energy electrons well inside the band. It shows directly which states are removed. Removing the two edges together cancels the potential scattering. If one edge is farther from the Fermi level, the outer part of the band has no partner: it gives half the exchange correction and leaves some potential scattering.

The time argument needs no sharp edge. It needs the 1/τ decay at long times, with equal amplitudes for electrons and holes. Both hold for τ ≫ 1/D when the density of states is smooth and nonzero at the Fermi level; for τ of order 1/D the band shape matters and neither need hold. In return, the relation between τ_i and D is known only up to a factor of order one. That factor multiplies T_K but does not alter the exponent.

Both derivations assume weak coupling and stop at second order. Neither fixes the prefactor of T_K, and neglected terms need not conserve J_z² − J⊥². Agreement between them cannot test this shared assumption.

A numerical renormalization group calculation can. It treats the exchange without expanding in g, though it discretizes the band and truncates the states. At each step it gives the levels of a finite chain, measured in units of that step's energy scale. The numbers below use a ratio of 3 between successive band intervals, and their last digits depend on that choice. J is multiplied by ln 3 ≈ 1.10 to offset the discretization, and the levels are read from chains ending at even sites. Define T* as the scale at which the first excitation of the finite chain, in these units, reaches half its value in the screened state. Since the constant in this definition is arbitrary, only ratios are compared with scaling. Between g = 0.08 and g = 0.16, ln T* changes by 6.77, while scaling gives 1/0.08 − 1/0.16 = 6.25. The numerical change is 8% larger than the scaling value. A prefactor that depends slowly on g could account for this, but that explanation is a conjecture here.

For g_z = −0.05 and g⊥ = 0.20 the calculation still finds screening, as the invariant predicts. Relative to the isotropic case g = 0.10, ln(D/T*) changes by −0.61, compared with −0.58 from scaling. This closeness should not be read as the accuracy of scaling: for g_z = 0.15 and g⊥ = 0.05 the same comparison gives +2.634 against +2.465, and on the isotropic line the step from g = 0.10 to g = 0.16 gives 4.289 − 8.405 = −4.116 against 6.25 − 10 = −3.75. For g_z = −0.2 and g⊥ = 0.1 the first excitation energy is zero to the printed accuracy: down to the lowest scale reached, about 2 × 10⁻⁸ D, the ground state remains degenerate and the spin is not screened. The numerical check thus supports the exponential dependence and the division between screened and unscreened cases at the couplings examined, while showing that the second-order formula is not a precise value for T_K.

Table of computed values

```
Elimination, edge levels at -D and +D, Jperp:Jz = 1:0.5
  change of Jz    = 0.9999 Jperp^2/D
  change of Jperp = 0.4999 Jperp^2/D
  upper level alone: Jz change 0.5000 Jperp^2/D
  lower level alone: Jz change 0.5000 Jperp^2/D
  potential, upper alone -0.1406 Jperp^2/D
  potential, lower alone +0.1406 Jperp^2/D
  potential, both levels 0.0000 Jperp^2/D
Example: D = 1.0 eV, rho = 0.5 per eV, J = 0.2 eV
  g0 = 0.100, l* = 10.000
  k_B T_K = 4.5400e-05 eV; T_K = 0.5268 K
  J halved: k_B T_K = 2.0612e-09 eV
  J halved: T_K = 2.3919e-05 K
Isotropic flow: l, cutoff (eV), g, cutoff*exp(-1/g) (eV)
  2.0  1.3534e-01  0.1250  4.5400e-05
  5.0  6.7379e-03  0.2000  4.5400e-05
  8.0  3.3546e-04  0.5000  4.5400e-05
Anisotropic flow: l, gz, gperp, gz^2 - gperp^2
   0.0  0.1500  0.0500  0.020000
   5.0  0.1804  0.1120  0.020000
  10.0  0.4221  0.3977  0.020000
Ferromagnetic flow from gz = -0.2, gperp = 0.1
  end point gz = -0.1732, gperp = 0.0000
NRG crossover T*: g, 1/g, ln(D/T*)
  0.08  12.500  11.060
  0.10  10.000  8.405
  0.16  6.250  4.289
  screened excitation, NRG       = 0.9238 (rescaled)
  free chain, first site removed = 0.9238 (rescaled)
  ln[T*(0.16)/T*(0.08)]: NRG 6.770, scaling 6.250
Anisotropic: gz, gperp, l*, ln ratio to g = 0.10: NRG, scaling
  +0.15  0.05  12.465  +2.634  +2.465
  -0.05  0.20  9.416  -0.609  -0.584
Ferromagnetic NRG: first excitation 0.0000 (rescaled)
```
